\section*{Enumerating and ranking commensurate supercells for metal–semiconductor contacts}

\section{Two lattices that do not fit}

A metal film on a semiconductor has two surface lattices with different periods. A first-principles calculation of the contact with periodic boundary conditions needs one cell that repeats both, so in general one crystal must be strained. That strain changes the electronic levels whose alignment is being sought, while a larger cell costs more atoms.

Take an fcc(111) metal with cubic constant $0.41$ nm on the (111) surface of a diamond-structure semiconductor with cubic constant $0.54$ nm. Both surface lattices are hexagonal, with constants $a_m=0.41/\sqrt2=0.2899$ nm and $a_s=0.54/\sqrt2=0.3818$ nm. The naive scheme aligns the rows and seeks integers with $p\,a_s\approx q\,a_m$. It finds $3a_s/(4a_m)=1.62/1.64=0.988$: a $3\times3$ semiconductor cell on a $4\times4$ metal cell, with the metal compressed by $1.22\%$. With six semiconductor bilayers and six metal layers this takes $12\cdot9+6\cdot16=204$ atoms.

The restriction to aligned rows is arbitrary. The metal vector $3\mathbf b_1+\mathbf b_2$, with $120^\circ$ between $\mathbf b_1$ and $\mathbf b_2$, has length $a_m\sqrt{9-3+1}=\sqrt7\,a_m$, and $2a_s/(\sqrt7a_m)=0.9956$. A turned film therefore fits a $2\times2$ cell with $0.44\%$ compression and $12\cdot4+6\cdot7=90$ atoms. To know whether something better exists up to a given size, one must list all cells up to that size.

\section{Each superlattice once}

Let the rows of $A$ and $B$ be the primitive surface vectors of semiconductor and metal. A superlattice of the semiconductor has basis $HA$, with $H$ an integer matrix and $|\det H|=n$ its index, the number of primitive cells it contains. Listing integer matrices fails at once: if $U$ is an integer matrix with $\det U=\pm1$, then $UH$ describes the same superlattice, and there are infinitely many such $U$.

A unique choice follows from the lattice itself. Let $L\subset\mathbb Z^2$ be the coordinate vectors of a superlattice of index $n$. The quotient $\mathbb Z^2/L$ has $n$ elements, so $n$ times any integer vector lies in $L$. Hence the first coordinates occurring in $L$ form a nonzero subgroup $a\mathbb Z$, and the vectors $(0,y)$ in $L$ have $y\in d\,\mathbb Z$, with $a,d>0$. Choose some $(a,b)\in L$. For any $(ka,y)\in L$, the difference $(ka,y)-k(a,b)$ has first coordinate zero and is a multiple of $(0,d)$. The two vectors thus form a basis. Two choices of $(a,b)$ differ by a multiple of $(0,d)$, so exactly one has $0\le b<d$:
\begin{equation}
H=\begin{pmatrix}a&b\\0&d\end{pmatrix},\qquad ad=n,\quad 0\le b<d .
\end{equation}
This is the Hermite normal form. Conversely, $a$, $d$ and $b$ can be read back from the lattice, so different forms give different superlattices. For each divisor $d$ of $n$, $a=n/d$ is fixed and $b$ takes $d$ values. The number of superlattices is
\begin{equation}
\sigma(n)=\sum_{d|n}d ,
\end{equation}
for example $1+2+4=7$ for $n=4$.

This can be tested without Hermite forms. Since $L$ contains $n\mathbb Z^2$, it corresponds to a subgroup of $(\mathbb Z/n)^2$ of order $n^2/n=n$. Generating these subgroups from all pairs of elements gives $1,3,4,7,6,12,8,15,13,18,12,28$ for $n=1,\dots,12$, in agreement with $\sigma(n)$.

The list grows moderately. Writing $n=kd$,
\begin{equation}
\sum_{n\le N}\sigma(n)=\sum_{k\le N}\ \sum_{d\le N/k}d\simeq\sum_k\frac{N^2}{2k^2}\simeq\frac{\pi^2}{12}N^2 .
\end{equation}
At $N=300$ the total divided by $N^2$ is $0.826$, against $\pi^2/12=0.822$.

Many of these cells are rotated or reflected copies. A symmetry $P$ of the hexagonal lattice acts on coordinates through an integer matrix $W$ with $WA=AP$, so $HWA=(HA)P$ is a copy of $HA$. The twelve matrices $W$ reduce the 127 superlattices up to index 12 to 39 classes. As the film may be turned freely, one representative per class and per crystal suffices, provided that all ways of laying one on the other are kept.

\section{Measuring the misfit}

A match is a pair of superlattice bases and a deformation $F$ of the metal such that
\begin{equation}
KBF=HA,\qquad |\det K|=N_m,\quad |\det H|=N_s .
\label{match}
\end{equation}
The metal takes the whole strain, because the band edges of the semiconductor enter the barrier directly. Comparing the entries of $F$ with the identity would count a harmless rotation as strain. The singular values $s_1,s_2$ of $F$ are unaffected by rotations; the principal strains are $\varepsilon_i=s_i-1$, and I rank by their root mean square,
\begin{equation}
e^2=\tfrac12\left[(s_1-1)^2+(s_2-1)^2\right].
\end{equation}
Let $J=|\det F|=s_1s_2$ and $T=\operatorname{tr}FF^{\mathsf T}=s_1^2+s_2^2$. Then $(s_1+s_2)^2=T+2J$, and expanding the squares gives
\begin{equation}
e^2=\tfrac12\left[T-2\sqrt{T+2J}+2\right].
\end{equation}

Most pairs can be rejected by area alone. Taking determinants in \eqref{match} gives $J=N_s\Omega_s/(N_m\Omega_m)$, where $\Omega_s$ and $\Omega_m$ are the primitive cell areas. With $p=s_1+s_2$ we have $T=p^2-2J$, so
\begin{equation}
e^2=\tfrac12\left[p^2-2J-2p+2\right]=\tfrac12\left[(p-1)^2+1-2J\right],\qquad p\ge2\sqrt J .
\end{equation}
The last inequality is that of the arithmetic and geometric means. If $J\ge1/4$, then $2\sqrt J\ge1$, the bracket increases with $p$ over the allowed range, and its minimum is at $p=2\sqrt J$:
\begin{equation}
e^2\ge\tfrac12\left[4J-4\sqrt J+2-2J\right]=(\sqrt J-1)^2 .
\end{equation}
If $J<1/4$, the minimum is at $p=1$, where $e^2=\tfrac12-J>\tfrac14$. For any limit $e_{\max}<1/2$, pairs with $|\sqrt J-1|>e_{\max}$ can therefore be dropped without loss.

Area is necessary but not sufficient. Here $\Omega_s/\Omega_m=1.7347$, so $N_s=11$, $N_m=19$ gives $\sqrt J=\sqrt{11\cdot1.7347/19}=1.002$, a better area fit than the $2\times2$ cell has. Yet no pair of these indices has $e\le2\%$: the shapes do not agree.

\section{Laying one cell on the other}

One could reduce each supercell to its two shortest vectors and compare lengths and angle. This gives a single way of laying one cell on the other and can miss others. Suppose both crystals had the same lattice, and take the $\sqrt7$ cell on each. Laid directly on each other, the cells give zero twist, which is the trivial $1\times1$ match. But the cell is turned by $\arctan(\sqrt3/5)=19.1^\circ$ from the lattice rows, and its mirror image by $-19.1^\circ$. Laying the cell on its mirror image turns the film by $38.2^\circ$, equivalent by lattice symmetry to $60^\circ-38.2^\circ=21.8^\circ$. This is a different interface with the same zero strain.

A complete list follows from a bound. Since $(s_1-1)^2+(s_2-1)^2=2e^2$, each stretch obeys $|s_i-1|\le\sqrt2\,e$. The image of a metal supercell vector $\mathbf m_i$ therefore has length between $(1-\sqrt2e_{\max})|\mathbf m_i|$ and $(1+\sqrt2e_{\max})|\mathbf m_i|$. It must also be a vector $\mathbf xS$ of the semiconductor superlattice, with $S=HA$ and $\mathbf x$ an integer row. From $\mathbf x=\mathbf vS^{-1}$, each $|x_j|$ is at most $|\mathbf v|$ times the length of column $j$ of $S^{-1}$, so the candidates are finite in number. Two candidates $\mathbf x_1,\mathbf x_2$ span the full superlattice if and only if their determinant is $\pm1$. Every such pair is kept if its strain is within the limit. Determinants of both signs are needed; an improper $F$ becomes proper when combined with a mirror of the metal lattice.

\section{Removing repeats}

Doubling a matched cell gives another matched cell with the same $F$, which would fill the ranking with copies. The test is whether the supercell contains further points common to both lattices. Such a point is $\mathbf tHA$ with a real row $\mathbf t$ for which $\mathbf tH$ and $\mathbf tK$ are both integer, that is, $\mathbf t\,C$ is integer for the $2\times4$ matrix $C=[K|H]$. Invertible integer row and column operations bring $C$ to the form with $d_1,d_2$ on the diagonal and zeros elsewhere. The row operations only change the basis for $\mathbf t$, and the column operations preserve integrality. In the new basis $\mathbf t=(i/d_1,j/d_2)$, so there are $d_1d_2$ common points per supercell. The same operations leave the greatest common divisor of the six $2\times2$ minors unchanged, because new minors are integer combinations of old ones and conversely. For the diagonal form it equals $d_1d_2$. Hence
\begin{equation}
\text{common points per supercell}=\gcd\{2\times2\text{ minors of }[K|H]\},
\end{equation}
and a match is kept if this number is one. For the aligned cell, $K=4I$ and $H=3I$ have minors $16$, $\pm12$, $9$ and $0$, with greatest common divisor one.

Symmetry copies remain. From \eqref{match}, $F=B^{-1}QA$ with the rational matrix $Q=K^{-1}H$, which does not change when both supercell bases are changed by the same $U$. Symmetries of the two lattices send $Q$ to $W_mQW_s$. The $12\cdot12=144$ pairs $(W_m,W_s)$ give a finite set of matrices, some of them repeated. The smallest in a fixed ordering labels the interface in integers, free of rounding.

The search was compared with a direct one that tries every integer matrix $K$ with entries from $-8$ to $8$, for $N_s\le4$ and $e\le20\%$. The range is wide enough: the longest vector of a Hermite cell has length $4a_s$, the smallest stretch is $1-0.283$, and a metal vector with coordinates $(x,y)$ has length at least $0.866\,|x|\,a_m$, because $x^2-xy+y^2=(y-x/2)^2+3x^2/4$, and likewise for $y$. No entry can therefore exceed $4(a_s/a_m)/(0.717\cdot0.866)=8.5$, so integers up to 8 suffice. Both searches give the same 13 classes; with a metal constant of $0.50$ nm, both give the same 8.

\section{The ranking and its cap}

Strain alone cannot choose a cell. For any $p$, let $q$ be the integer nearest to $pa_s/a_m$. The aligned $p\times p$ on $q\times q$ cell then has strain
\begin{equation}
\left|\frac{pa_s}{qa_m}-1\right|=\frac{|pa_s/a_m-q|}{q}\le\frac1{2q},
\end{equation}
a bound that tends to zero as the cell grows. A ranking by strain alone therefore drifts towards impractically large cells. With the round constants used here, $41\times41$ on $54\times54$ fits exactly, but takes 37668 atoms. I therefore cap the size. With $N_s\le12$ and $e\le2\%$, three matches survive:
\begin{center}
\begin{tabular}{cccccc}
$N_s$ & $N_m$ & strain (\%) & twist & atoms & film energy (mJ/m$^2$)\\
4 & 7 & $-0.44$ & $19.1^\circ$ & 90 & 4.2\\
7 & 12 & $+0.59$ & $10.9^\circ$ & 156 & 7.7\\
9 & 16 & $-1.22$ & $0^\circ$ & 204 & 32
\end{tabular}
\end{center}
In all three, both principal strains are equal. The smallest cell is also the least strained, so within this cap a larger cell does not lower the strain.

The first row can be checked by hand. Its matrices are
\begin{equation}
H=\begin{pmatrix}-2&-2\\0&-2\end{pmatrix},\qquad K=\begin{pmatrix}1&3\\-2&1\end{pmatrix},
\end{equation}
with determinants 4 and 7. A row $(x,y)$ has squared length $x^2-xy+y^2$ in units of the squared lattice constant: 4 for both rows of $H$, 7 for both rows of $K$. The inner product of two rows, $xx'+yy'-(xy'+x'y)/2$, is 2 for $H$ and $7/2$ for $K$, half the squared length in each case, so the rows enclose $60^\circ$. Both cells are hexagonal, and the strain is isotropic.

The last column is the bulk elastic energy of the film, without surface stress. For an isotropic solid with Lamé constants $\lambda,\mu$ and normal strain $z$, the energy density is $w=\tfrac12\lambda(t+z)^2+\mu(\varepsilon_1^2+\varepsilon_2^2+z^2)$, with $t=\varepsilon_1+\varepsilon_2$. The free surface sets $\partial w/\partial z=\lambda(t+z)+2\mu z=0$, so $z=-\lambda t/(\lambda+2\mu)=-\nu t/(1-\nu)$. Inserting this,
\begin{align}
w&=\frac{\lambda\mu}{\lambda+2\mu}t^2+\mu(\varepsilon_1^2+\varepsilon_2^2)\nonumber\\
&=\frac{E}{2(1-\nu^2)}\left[\nu t^2+(1-\nu)(\varepsilon_1^2+\varepsilon_2^2)\right]\nonumber\\
&=\frac{E}{2(1-\nu^2)}\left[\varepsilon_1^2+\varepsilon_2^2+2\nu\varepsilon_1\varepsilon_2\right],
\end{align}
where $\mu=E/[2(1+\nu)]$ and $\lambda=E\nu/[(1+\nu)(1-2\nu)]$. For equal strains $w=E\varepsilon^2/(1-\nu)$. With rough values $E=100$ GPa and $\nu=0.35$, and a thickness of $6\cdot0.41/\sqrt3=1.42$ nm, the first match stores $154\,\text{GPa}\times(0.00439)^2\times1.42\,\text{nm}=4.2$ mJ/m$^2$. For pure shear, $\varepsilon_2=-\varepsilon_1$, the bracket is smaller by the factor $(1-\nu)/(1+\nu)=0.48$ at the same $e$. When sheared cells compete, energy and $e$ can therefore order them differently.

\section{How far the ranking can be trusted}

The order depends on lattice constants at the one-percent level. With the semiconductor held fixed, a metal constant of $0.405$ nm puts the aligned $9{:}16$ cell first with zero strain, since $3\cdot0.54=4\cdot0.405$ for these round numbers. At $0.415$ nm the $7{:}12$ cell leads with $0.62\%$, and at $0.400$ nm two $7{:}13$ cells of different twist share the lead with $0.94\%$. Approximate density functionals can misplace lattice constants by about this much. The ranking should therefore use the constants of the same functional as the contact calculation.

Temperature acts in the same way. With rough expansion coefficients of $2\times10^{-5}$ and $3\times10^{-6}$ K$^{-1}$, heating from 300 to 700 K adds a mismatch of $1.7\times10^{-5}\cdot400=0.68\%$. The $4{:}7$ cell then carries $1.11\%$, and the $7{:}12$ cell leads with $0.09\%$.

The electronic cost can be sized. If the semiconductor took the strain instead, its area would change by $1/J-1=0.88\%$ in the $4{:}7$ cell. A rough deformation potential of 5 eV per unit area strain turns this into 44 meV, and into about 120 meV for the aligned cell, against a thermal energy of 26 meV at 300 K. Straining the metal is not free either. For one free electron per atom the Fermi energy is 5.5 eV and varies as volume to the power $-2/3$; with the normal strain $z$ included in the volume, it rises by 15 meV in the $4{:}7$ cell and by 42 meV in the aligned one. With three free electrons per atom, as in aluminium, these shifts are about twice as large. These are scales for the error, not barrier shifts, since the potential in the metal and the interface dipole also respond.

The constants lie in the regime of silver or aluminium on silicon(111), but the sensitivity above means that the table predicts the best cell for neither. The film energies scale with the biaxial stiffness $E/(1-\nu)$, here 154 GPa; a (111) film of silver is somewhat stiffer and one of aluminium softer. They omit surface stress, whose energy is linear in the strain. A tensile stress of 1 N/m, a rough value for one metal surface, contributes $2\varepsilon\times1$ N/m, or $-8.8$ mJ/m$^2$ in the $4{:}7$ cell. In so thin a film this outweighs the bulk term of 4.2 mJ/m$^2$, so the column does not rank the total film energies. A real film need not be commensurate. Left unstrained, it slips by one metal lattice constant against the semiconductor after $a_m/|\varepsilon|=66$ nm for the $4{:}7$ orientation, and after 24 nm for the aligned one. The registry repeats sooner, after about 33 and 8 nm, because a slip by any sum of a metal and a semiconductor lattice vector restores the pattern. The film strain and the 15 or 42 meV above then vanish, and the registry varies along the contact. Real contacts may also intermix, reconstruct or consist of many grains, which no lattice match describes.

Finally, the match fixes lattices, not atoms. Below its first layer a (111) crystal has threefold symmetry, so turning the metal by $60^\circ$ preserves the match but can give a second interface. Termination, lateral shift and spacing must be settled by total energies for each cell retained. The complete figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
superlattices, index 1 to 12: [1, 3, 4, 7, 6, 12, 8, 15, 13, 18, 12, 28]
orbits under 12 symmetries: [1, 1, 2, 3, 2, 3, 3, 5, 4, 4, 3, 8]
total superlattices to index 12: 127; orbits: 39
total/N^2 at N=300: 0.8257; pi^2/12 = 0.8225
cubic constants: semiconductor 0.54 nm, metal 0.41 nm
surface constants: semiconductor 0.3818 nm, metal 0.2899 nm
surface cell area ratio semiconductor/metal: 1.7347
small-cell test (Ns<=4, e<=20%), classes (fast, brute force) at metal 0.41 and 0.50 nm: [(13, 13), (8, 8)]
matches with Ns<=12, e<=2%: 3
rank Ns Nm | strains 1,2 (%) | rms (%) | twist (deg) | atoms | film energy (mJ/m2)
 1   4   7 | -0.439 -0.439 | 0.439 | 19.11 | 90 | 4.20
 2   7  12 | +0.593 +0.593 | 0.593 | 10.89 | 156 | 7.69
 3   9  16 | -1.220 -1.220 | 1.220 | 0.00 | 204 | 32.50
best strain as the cell grows:
  Ns=4, Nm=7: rms 0.439 %, 90 atoms
winner: rank 1, H=[[-2, -2], [0, -2]], K=[[1, 3], [-2, 1]]
  area 0.505 nm2, rms 0.439 %, twist 19.11 deg, 90 atoms, film 4.20 mJ/m2
  rms strain of same cell at 700 K: 1.110 %
  band-edge shift scale if semiconductor strained: 44 meV
  free-electron Fermi-energy shift of metal: +15 meV
  one-row slip length, unstrained film: 66 nm
aligned 3x3 on 4x4: rank 3, H=[[-3, -3], [3, 0]], K=[[4, 0], [0, 4]]
  area 1.136 nm2, rms 1.220 %, twist 0.00 deg, 204 atoms, film 32.50 mJ/m2
  rms strain of same cell at 700 K: 1.886 %
  band-edge shift scale if semiconductor strained: 124 meV
  free-electron Fermi-energy shift of metal: +42 meV
  one-row slip length, unstrained film: 24 nm
winner for other metal cubic constants:
  0.400 nm: Ns=7, Nm=13, rms 0.937 %, twist 5.21 deg
  0.405 nm: Ns=9, Nm=16, rms 0.000 %, twist 0.00 deg
  0.415 nm: Ns=7, Nm=12, rms 0.619 %, twist 10.89 deg
  0.420 nm: Ns=7, Nm=12, rms 1.802 %, twist 10.89 deg
expansion (rough): metal 2.0e-05 /K, semiconductor 3.0e-06 /K
thermal mismatch 300 to 700 K: 0.68 %
winner at 700 K: Ns=7, Nm=12, rms 0.085 %, twist 10.89 deg
film (rough): Young 100 GPa, Poisson 0.35, 6 layers, 1.42 nm
deformation potential (rough) 5 eV; free-electron Fermi energy 5.47 eV
thermal energy at 300 K: 25.9 meV
\end{verbatim}
